\section*{Impurity Levels Pinned at a Zero of the Host Green Function, part 1}

(Sections cited here and not found follow in the second part.)

\section{The level condition and its limit for a strong perturbation}

A condition that fixes an energy level can always be written as an equality between pure numbers. Here the impurity supplies a single quantity, an energy $U$, added to one diagonal element of the crystal Hamiltonian. For a finite crystal, each term in the expansion of $\det(E-H)$ contains just one entry from the altered row, so $U$ enters at most to the first power. The determinant therefore has the form $a(E)-U\,b(E)$, where $a$ and $b$ belong to the unperturbed crystal. Since $a$ has one more power of energy than $b$, the condition for a level, wherever $a\neq0$, is
\begin{equation}
U\,g(E)=1,\qquad g(E)=\frac{b(E)}{a(E)},
\end{equation}
with $g$ an inverse energy. There is also a symmetry: a unitary change of basis among all the other orbitals leaves both determinants unchanged, so $g$ can depend only on the host and on which orbital was singled out. It remains to identify $g$ in a way that also holds for an infinite crystal.

Let $H_0$ be the one-electron Hamiltonian of the perfect crystal in a basis of orthonormal localized orbitals. It has a gap between the valence edge $E_v$ and the conduction edge $E_c$. One orbital, $|0\rangle$, has its energy changed from $\varepsilon_0$ to $\varepsilon_0+U$:
\begin{equation}
H=H_0+U|0\rangle\langle0| .
\end{equation}
Negative $U$ is attractive and positive $U$ repulsive. Interactions enter only through fixed matrix elements, as in a mean-field description, and all other matrix elements are for now unchanged. Suppose that $|\psi\rangle$ is a normalized state with energy $E$ in the gap, and write $\psi_0=\langle0|\psi\rangle$. The eigenvalue equation is
\begin{equation}
(E-H_0)|\psi\rangle=U\psi_0|0\rangle .
\end{equation}
Because $E$ lies outside the spectrum of $H_0$, the operator on the left has a bounded inverse, and
\begin{equation}
|\psi\rangle=U\psi_0\,(E-H_0)^{-1}|0\rangle .
\label{eq:psi}
\end{equation}
If $\psi_0$ were zero, the whole state would vanish, so every gap state has weight on the impurity. Projection on $\langle0|$ gives $\psi_0=U\psi_0G_0(E)$, with
\begin{equation}
G_0(E)=\langle0|(E-H_0)^{-1}|0\rangle ,
\end{equation}
and division by the nonzero $\psi_0$ yields
\begin{equation}
1=U\,G_0(E).
\label{eq:level}
\end{equation}
Conversely, let $E$ satisfy this equation and put $|\phi\rangle=(E-H_0)^{-1}|0\rangle$, which has finite norm. Then $(E-H_0)|\phi\rangle=|0\rangle$, while $U|0\rangle\langle0|\phi\rangle=UG_0(E)|0\rangle=|0\rangle$. The two right-hand sides agree, so $|\phi\rangle$ is an eigenstate of $H$. Equation (\ref{eq:level}) is thus both necessary and sufficient.

To see how its root moves, insert the eigenstates of $H_0$. If $\rho_0(\varepsilon)$ is the density of states weighted by the probability on $|0\rangle$, with $\int\rho_0\,d\varepsilon=1$, then
\begin{equation}
G_0(E)=\int\frac{\rho_0(\varepsilon)}{E-\varepsilon}\,d\varepsilon .
\end{equation}
For $E$ in the gap, valence states contribute positively and conduction states negatively. Differentiation gives
\begin{equation}
G_0'(E)=-\int\frac{\rho_0(\varepsilon)}{(E-\varepsilon)^2}\,d\varepsilon
=-\langle0|(E-H_0)^{-2}|0\rangle<0 .
\label{eq:slope}
\end{equation}
So $G_0$ falls strictly through the gap, and for each $U$ there is at most one gap level.

A falling function need not change sign. An interior zero $E_\infty$ exists if and only if
\begin{equation}
G_0(E_v^+)>0>G_0(E_c^-),
\label{eq:condition}
\end{equation}
where the superscripts denote limits taken from inside the gap. When this holds, a repulsive impurity has a level if $1/U<G_0(E_v^+)$, and an attractive one has a level if $1/U>G_0(E_c^-)$. That is,
\begin{equation}
U>\frac{1}{G_0(E_v^+)}\quad\text{or}\quad
U<\frac{1}{G_0(E_c^-)} .
\label{eq:threshold}
\end{equation}
If an edge value is infinite, the corresponding threshold is zero. If it is finite, as can happen in three dimensions, a weaker impurity leaves no state in the gap.

The saturation now follows. Being continuous and strictly decreasing, $G_0$ has a continuous inverse function, and the level is that inverse evaluated at $1/U$. As $|U|\to\infty$, $1/U\to0$ and therefore $E\to E_\infty$. For $U>0$ we need $G_0(E)>0$, so the level lies below $E_\infty$ and rises towards it. For $U<0$ it lies above and descends. An infinitely repulsive and an infinitely attractive impurity give the same gap level, because only $1/U$ matters. Close to the limit, $G_0(E)\simeq G_0'(E_\infty)(E-E_\infty)$, and equating this to $1/U$ gives
\begin{equation}
E\simeq E_\infty+\frac{1}{U\,G_0'(E_\infty)} ,
\label{eq:asymptote}
\end{equation}
with corrections of order $U^{-2}$. The denominator is negative for $U>0$, in agreement with the directions just found.

The small response to the impurity potential can be read from the wave function. Normalize $|\psi\rangle=c\,(E-H_0)^{-1}|0\rangle$. Its norm is $|c|^2\langle0|(E-H_0)^{-2}|0\rangle=-|c|^2G_0'(E)$, which must equal one, and $\psi_0=cG_0(E)=c/U$. Hence
\begin{equation}
|\psi_0|^2=\frac{1}{U^2[-G_0'(E)]} .
\label{eq:weight}
\end{equation}
On the other hand, differentiating $G_0(E)=1/U$ with respect to $U$ gives $G_0'(E)\,dE/dU=-1/U^2$, so that
\begin{equation}
\frac{dE}{dU}=-\frac{1}{U^2G_0'(E)}=|\psi_0|^2 .
\label{eq:hf}
\end{equation}
The level follows the impurity energy only in proportion to the probability of finding its electron there, and at large $|U|$ that probability falls as $U^{-2}$. This is the mechanism of pinning: the gap state becomes a state of the surrounding host, made to avoid the impurity orbital.

The limiting state can be identified. At $E_\infty$ define $|\phi\rangle=(E_\infty-H_0)^{-1}|0\rangle$. Its component on $|0\rangle$ is $G_0(E_\infty)=0$. Let $Q=1-|0\rangle\langle0|$ project on all other orbitals. Since $Q|\phi\rangle=|\phi\rangle$ and $Q|0\rangle=0$, applying $Q$ to $(E_\infty-H_0)|\phi\rangle=|0\rangle$ gives
\begin{equation}
(E_\infty-QH_0Q)|\phi\rangle=0 .
\label{eq:vacancy}
\end{equation}
Thus $E_\infty$ is a level of the crystal from which the orbital $|0\rangle$ has been deleted. This is an ideal vacancy if the site has just that orbital. Projecting the same equation on $\langle0|$ gives $\langle0|H_0|\phi\rangle=-1$. The state would couple to the missing orbital if that orbital were restored, which is what is meant by a dangling orbital. For a finite crystal the same result is contained in the opening argument, because $b(E)$ is the determinant with the row and column of $|0\rangle$ removed: as $U$ diverges, $a-Ub=0$ reduces to $b=0$.

Elimination of the other orbitals gives a second view. Write $|\psi\rangle=\psi_0|0\rangle+|\chi\rangle$ with $|\chi\rangle=Q|\psi\rangle$. The projected equations are
\begin{align}
(E-QH_0Q)|\chi\rangle&=\psi_0\,QH_0|0\rangle,\\
(E-\varepsilon_0-U)\psi_0&=\langle0|H_0|\chi\rangle .
\end{align}
Solving the first for $|\chi\rangle$, where the inverse exists, and inserting it in the second gives
\begin{equation}
E-\varepsilon_0-U=\Sigma(E),\quad
\Sigma(E)=\langle0|H_0Q(E-QH_0Q)^{-1}QH_0|0\rangle .
\label{eq:sigma}
\end{equation}
The same elimination applied to the resolvent of the host gives $G_0=1/(E-\varepsilon_0-\Sigma)$, so a zero of $G_0$ is a pole of $\Sigma$. Suppose that every matrix element joining $|0\rangle$ to its neighbours is multiplied by a real factor $s$, the rest of the crystal being held fixed. Such elements occur twice in $\Sigma$, hence
\begin{equation}
E-\varepsilon_0-U=s^2\Sigma(E).
\label{eq:scaled}
\end{equation}
For finite nonzero $s$, a diverging $U$ again drives the gap root to the pole of $\Sigma$. The limit is therefore independent of the impurity's own bonds as well as of its orbital energy. It can still depend on the energies of the neighbours and on the bonds among the remaining atoms.

The impurity orbital has not disappeared. For large $|U|$, equation (\ref{eq:sigma}) has another root far outside the bands. There $E$ dominates $QH_0Q$, and $\Sigma\simeq M_2/U$ with $M_2=\sum_{j\ne0}|\langle j|H_0|0\rangle|^2$, so
\begin{equation}
E_{\rm h}\simeq\varepsilon_0+U+\frac{M_2}{U}.
\label{eq:hyper}
\end{equation}
For attractive $U$ this is the hyperdeep state below the valence band, and it carries most of the impurity weight. The gap level is its host-like counterpart.

The sign condition (\ref{eq:condition}) can fail, as a simple cubic crystal with two orbitals per cell shows. One orbital is narrow, with energy $\varepsilon_a=8$~eV. The other forms a band $\varepsilon_{\bf k}=2\tau\sum_j\cos k_j$ with $\tau=1$~eV, running from $-6$ to $6$~eV. They mix within each cell with matrix element $\lambda=1$~eV. The bands obey $(E-\varepsilon_a)(E-\varepsilon_{\bf k})=\lambda^2$. The lower branch is highest at $\varepsilon_{\bf k}=6$~eV and the upper branch is lowest at $\varepsilon_{\bf k}=-6$~eV, which puts the gap between 5.586 and 8.071~eV. With $x=E-\varepsilon_a$, and angle brackets for the mean over the Brillouin zone, the Green function of the narrow orbital is
\begin{equation}
G_0=\left\langle\frac{E-\varepsilon_{\bf k}}{x(E-\varepsilon_{\bf k})-\lambda^2}\right\rangle
=\frac1x+\frac{\lambda^2}{x^2}\left\langle\frac{1}{E-\lambda^2/x-\varepsilon_{\bf k}}\right\rangle .
\end{equation}
The second form follows on writing the numerator as $[x(E-\varepsilon_{\bf k})-\lambda^2+\lambda^2]/x$. At the valence edge $x=-2.414$~eV and $E-\lambda^2/x=6$~eV. The last mean is then $\langle1/(4\sum_j\sin^2(k_j/2))\rangle$ in eV$^{-1}$. Since $|\sin(k_j/2)|\ge|k_j|/\pi$ in the zone, it is at most $(\pi^2/4)\langle1/k^2\rangle$. Extending the integral of the positive function $1/k^2$ from the cube to the enclosing sphere of radius $\sqrt3\,\pi$ gives
\begin{equation}
\frac{\pi^2}{4}\,\frac{4\pi\sqrt3\,\pi}{8\pi^3}=\frac{\sqrt3\,\pi}{8}\simeq0.68 .
\end{equation}
Therefore $G_0(E_v^+)\le-0.414+0.172\times0.68\simeq-0.30$~eV$^{-1}$. As $G_0$ falls from there, it is negative throughout the gap and has no zero in it.

A repulsive change of this orbital then produces no gap level. An attractive one produces a level only in a finite window of $U$, after which the level enters the valence band. Numerically $G_0=-0.381$~eV$^{-1}$ at 0.05~eV above the valence edge, so the level passes that energy at $U=1/(-0.381)\simeq-2.6$~eV. Diagonalization of a periodic crystal of $6^3$ cells, counting states more than 0.05~eV inside both edges, finds one level for $U=-1$~eV and none for $U=-10$~eV. The divergence of $U$ is thus not enough for pinning in the gap; the host must have a vacancy level there.

A strong change in one orbital's energy drives the gap level to the energy left when that orbital is deleted, provided the host has such a vacancy level in the gap. It remains to see, in a solvable crystal, how large $|U|$ must be for this limit to be approached and how much the neglected effects move the level.

Numbers in the example were calculated in double precision.
